Canonical and grand-canonical twist averaging of the free electron gas

**What scaling fixes, and what it leaves open**

Take N free electrons at density ρ in a periodic cube of side L. The kinetic energy per electron can depend on ħ, the mass m, ρ and L. Since L³ = N/ρ, the last quantity may be replaced by the pure number N. The only energy that ħ, m and ρ can form is, up to a factor, the Fermi energy, so

E/N = E_F φ(N),  E_F = ħ²k_F²/(2m),  k_F = (3π²ρ)^(1/3).

In the infinite system φ = 3/5. Any finite-size error is therefore E_F times a pure function of N. Dimensions do not give that function: it depends on how the levels of the finite cell are filled. Two filling rules are compared here, both averaged over boundary conditions. For one of them φ = 3/5 at every cell size. For the other the error falls as N^(-4/3).

**Levels in a twisted cell**

Let the wave function gain a phase exp(2πiθ_j) when an electron crosses the cell along axis j. The vector θ is the twist. The allowed wave vectors are

k = (2π/L)(G + θ),

with G a vector of three integers. Twist averaging, written ⟨…⟩, takes θ uniformly from a unit cube. Set q = G + θ and R = k_F L/(2π). Each level then has energy

ε = ħ²k²/(2m) = E_F q²/R².

The gas is unpolarized and both spins have the same twist, so it is enough to count n = N/2 levels for one spin; energies per electron are the same. Cubing R gives

R³ = k_F³L³/(8π³) = 3π²N/(8π³) = 3n/(4π), so n = 4πR³/3.

A sphere of radius R in q-space thus has volume n, and there is one level per unit volume.

The canonical rule fills the n lowest levels at every twist. The grand-canonical rule fills every level with |q| < R, where R comes from the bulk density, and accepts whatever number ν(θ) results.

**One level per spin, by hand**

Let n = 1. The canonical rule picks, at each twist, the point G + θ nearest the origin. With each component of θ between −1/2 and 1/2, that point is θ itself. As θ varies, the occupied point sweeps out the unit cube once. Each component contributes ∫ s² ds = 1/12 between −1/2 and 1/2, so

⟨q²⟩ = 3 × 1/12 = 1/4 = 0.2500.

The grand-canonical rule has R = (3/4π)^(1/3) = 0.620. Look at three twists:

- θ = (0, 0, 0): the origin is inside the sphere and its neighbours, at distance 1, are outside. One level is filled.
- θ = (1/2, 0, 0): two points lie at distance 1/2. Two levels are filled.
- θ = (1/2, 1/2, 1/2): the nearest points lie at distance √3/2 = 0.866. No level is filled.

The number fluctuates, but as θ varies the occupied points sweep out the whole sphere, each position once. The averaged sum of q² is

∫₀^R q² 4πq² dq = 4πR⁵/5 = (3/5)R² = 0.2309,

where 4πR³/3 = 1 was used. This is the bulk value. Dividing both results by R² = 0.3848 gives 0.650 E_F for the canonical rule and 0.600 E_F for the grand-canonical one.

The cube and the sphere have the same volume, but the cube has corners outside the sphere, where q² is large, and misses caps inside it, where q² is smaller. That is the whole canonical error. For larger n the canonical rule sweeps out a polyhedral region of volume n, made of all q that are among the n shortest vectors of their own shifted lattice. It is not a sphere either.

**Why the grand-canonical average is exact**

Let F(q) be any absolutely integrable function. Then

∫dθ Σ_G F(G + θ) = Σ_G ∫_(cube shifted by G) F(q) d³q = ∫F(q) d³q. (1)

The first step substitutes q = G + θ in each term. The second holds because the shifted unit cubes fill space without overlap. No large-cell limit is involved.

Choose F = 1 inside the sphere and 0 outside:

⟨ν⟩ = 4πR³/3 = n.

Choose F = E_F q²/R² inside and 0 outside. With T_g(θ) the grand-canonical energy for one spin,

⟨T_g⟩ = (E_F/R²)(4πR⁵/5) = (3/5)E_F (4πR³/3) = (3/5) n E_F.

Hence ⟨T_g⟩/⟨ν⟩ = 3E_F/5 for every L. The size error is zero, so there is no size exponent to measure. What remains in practice is the error of sampling θ with finitely many twists.

The proof needs a sum over single levels. An exchange energy is a sum over pairs G, G′ that share one twist, so q − q′ stays an integer vector and the average does not become a free double integral over q and q′. The exactness shown here belongs to sums of a function of one wave vector over the filled levels, such as the free kinetic energy, and not to sums over pairs.

**Why the canonical average is too high**

Measure each level from E_F and define

Ω(θ) = T_g(θ) − E_F ν(θ) = Σ_(ε<E_F) (ε − E_F).

This sum contains all the negative terms and no positive ones, so no other occupation gives a lower value. Let T_c(θ) be the canonical energy of the n lowest levels. Then

D(θ) = T_c(θ) − nE_F − Ω(θ) ≥ 0. (2)

The averages above give ⟨Ω⟩ = (3/5)nE_F − nE_F = −(2/5)nE_F. Averaging (2),

⟨T_c⟩/n − (3/5)E_F = ⟨D⟩/n ≥ 0. (3)

The bound concerns the average. A single twist may lie below the bulk energy, because Ω(θ) may lie below its mean.

To find the size of D, let a = n − ν(θ) be the number of missing levels. If a > 0, the canonical rule adds a levels above E_F, and D is the sum of their heights ε − E_F. If a < 0, it removes |a| levels below E_F, and D is the sum of their depths. Near E_F the mean number of levels below energy ε is n(ε/E_F)^(3/2), whose slope at E_F is

g = 3n/(2E_F).

Treat the levels near E_F as evenly spread with this density. After s levels have been added, the next one costs s/g, so

D ≈ ∫₀^|a| (s/g) ds = a²/(2g) = E_F a²/(3n). (4)

The same integral covers removal. Since ⟨a⟩ = 0, ⟨a²⟩ is the variance of ν, and

bias per electron ≈ E_F Var ν/(3n²). (5)

Equation (4) is a leading-order estimate for large n. It ignores the irregular spacing of the few levels being added or removed. I do not prove a bound on that neglect; the numerical check compares (5) with direct sums over levels.

**How strongly the level count fluctuates**

The count ν(θ) is periodic in θ, so it has a Fourier series with integer vectors x. Since exp(−2πi x·G) = 1, equation (1) turns its coefficient into an integral over the sphere:

c_x = ∫dθ ν(θ) exp(−2πi x·θ) = ∫_(|q|<R) exp(−2πi x·q) d³q.

Write κ = 2π|x|. The angular average of the exponential is sin(κq)/(κq), hence

c_x = (4π/κ) ∫₀^R q sin(κq) dq = (4π/κ³)[sin(κR) − κR cos(κR)]. (6)

For large R the second term dominates. Squaring it and inserting κ = 2π|x|,

|c_x|² ≈ 16π²R² cos²(κR)/κ⁴ = R² cos²(2πR|x|)/(π²|x|⁴).

The term x = 0 is the mean. Parseval's theorem gives Var ν as the sum of |c_x|² over x ≠ 0. Averaged over a range of R that covers many phases, cos² becomes 1/2:

Var ν ≈ R² S₄/(2π²),  S₄ = Σ_(x≠0) |x|^(-4) = 16.53. (7)

The sum converges because the number of x in a shell grows as |x|², against |x|^(-4). So Var ν grows as R², like the area of the Fermi surface, and not as the volume n.

As R changes, the variance oscillates about (7), but it stays of order R². It cannot exceed twice (7) at this order. It cannot vanish either: if cos(2πR) = 0, which removes the terms with |x| = 1, then cos(4πR) = −1 and those with |x| = 2 are at full strength.

Insert (7) and R² = (3n/4π)^(2/3) into (5):

bias/E_F ≈ [S₄/(6π²)] (3/4π)^(2/3) n^(-4/3) = 0.107 n^(-4/3). (8)

The powers are easy to trace: Var ν gives n^(2/3), and the divisor n² turns this into n^(-4/3). As n = N/2, the exponent in N is the same.

**The noise of a single twist**

A calculation uses finitely many twists, so the spread of the energy over θ matters too. First take Ω. Its Fourier coefficient is

b_x = (E_F/R²) A(R),  A(R) = ∫_(|q|<R) (q² − R²) exp(−2πi x·q) d³q.

Differentiate A with respect to R. The moving boundary contributes nothing, because q² − R² vanishes there. What remains is −2R c_x(R). Since A(0) = 0,

A(R) = −2∫₀^R r c_x(r) dr.

Use the dominant part of (6), −4πr cos(κr)/κ²:

A(R) ≈ (8π/κ²) ∫₀^R r² cos(κr) dr ≈ 8πR² sin(κR)/κ³.

The other terms are smaller by a factor of order 1/(κR). Therefore

b_x ≈ E_F · 8π sin(κR)/κ³ = E_F sin(2πR|x|)/(π²|x|³),

and the phase-averaged variance is

Var Ω ≈ E_F² S₆/(2π⁴),  S₆ = Σ_(x≠0) |x|^(-6) = 8.40. (9)

The one-spin Ω thus fluctuates by an amount of order E_F that does not grow with the cell. Its root-mean-square over a range of R is 0.208 E_F; at a given R it can be well above or below that, depending on sin(2πR|x|). The count jumps when a level crosses the Fermi surface; Ω does not, because that level enters with ε − E_F = 0.

Now the two spreads per electron follow.

- Grand-canonical: T_g = Ω + E_F ν. The second term dominates, with standard deviation E_F(Var ν)^(1/2), of order E_F R. Divided by n and phase-averaged as in (7), this is 0.568 E_F n^(-2/3).
- Canonical: T_c = nE_F + Ω + D. By (4), D is of order E_F R²/n, that is E_F/R, which for large R is small beside the phase-averaged fluctuation of Ω; at values of R where Ω is quiet, D can still matter in cells of moderate size, as in the example below. The phase-averaged spread is 0.208 E_F n^(-1).

The plain grand-canonical average has no bias but much noise; the canonical average has less noise and a bias. The dominant part of the grand-canonical noise can be removed without introducing a bias. Use

e(θ) = [T_g(θ) − E_F(ν(θ) − n)]/n = E_F + Ω(θ)/n. (10)

Because ⟨ν⟩ = n, the subtracted term averages to zero and ⟨e⟩ = 3E_F/5. Its spread is that of Ω/n, of order n^(-1).

**Divide the averages, do not average the ratios**

It may seem harmless to compute T_g(θ)/ν(θ) at each twist and average that. For n = 1 it fails outright, since ν = 0 at some twists. For larger n, write ν = n + δ and Ω = −(2/5)nE_F + ω, where δ and ω have zero mean. Then T_g = (3/5)nE_F + E_F δ + ω, and

T_g/ν − (3/5)E_F = [(2/5)E_F δ + ω]/(n + δ).

Expand 1/(n + δ) ≈ 1/n − δ/n² and average. The first-order terms vanish, leaving

bias of the ratio ≈ −(2/5)E_F Var ν/n² − ⟨ωδ⟩/n². (11)

The magnitude of ⟨ωδ⟩ is at most the product of the two standard deviations, of order E_F R, while the first term has E_F R². To leading order the bias is thus negative and again scales as n^(-4/3). Dividing the averaged energy by the known mean ⟨ν⟩ = n avoids it; this is the plain grand-canonical average used throughout this text. Dividing instead by the mean of ν sampled over M random twists replaces δ and ω by their sample means in the same expansion: the bias is then (11) divided by M, and the leading noise is about 2/5 of that of the plain average.

**The method in general**

1. From ρ and N compute k_F, E_F, n = N/2 and R = (3n/4π)^(1/3).
2. List all integer vectors with |G| ≤ R + √3.
3. For each twist, reduced so that its components lie between −1/2 and 1/2, compute q² = |G + θ|².
4. Grand-canonical: count and sum the levels with q² < R², then form (10). Canonical: sum the n smallest q². Multiply sums of q² by E_F/R².
5. Average over twists.

The list in step 2 is long enough. Place a unit cube around every point G + θ. The cubes that meet the sphere of radius R cover its volume n, so there are at least n of them, and their centres lie within R + √3/2 of the origin. The n lowest levels are therefore within that distance. A reduced twist has length at most √3/2, which gives |G| ≤ R + √3.

With M independent random twists and single-twist spread σ, the root-mean-square error about the bulk value is

(bias² + σ²/M)^(1/2). (12)

More twists reduce σ²/M but leave the canonical bias untouched.

A regular grid of m³ twists θ = (j + φ)/m, with each component of j running from 0 to m − 1 and a common offset φ, has a simple meaning in the grand-canonical case. The points are

G + θ = (mG + j + φ)/m,

and mG + j runs once through all integer vectors. The grid is one twist φ of a cell of side mL, with nm³ levels per spin on average. Replacing n by nm³ in the spreads above, the typical error over random offsets scales as (nm³)^(-2/3) for the plain average and as (nm³)^(-1) for (10). The canonical rule has no such identity, because it fixes the number separately at each twist.

**Measured exponents**

The numerical check sums levels directly for n from 37 to 8059, on a grid of 32³ twists. The sizes are grouped in windows of R one unit wide, so that the oscillations largely average out. Straight-line fits of the logarithms over all 48 individual sizes, eight per window, give:

- canonical bias: −1.321, against −4/3;
- canonical single-twist spread: −1.001, against −1;
- grand-canonical single-twist spread: −0.668, against −2/3.

The ratio of the measured bias to (5), with Var ν from the full coefficients (6), rises from 0.93 in the window around R = 2.5 to between 0.99 and 1.02 in the three largest windows. This supports the even-spacing estimate (4) in large cells.

**Sixty-six electrons**

Take ρ = 5 × 10²⁸ m⁻³ and N = 66, so n = 33. Then

L = [66/(5 × 10²⁸)]^(1/3) m = 1.097 nm,
k_F = 1.140 × 10¹⁰ m⁻¹,
R = k_F L/(2π) = 1.990,
E_F = 4.949 eV.

The exact kinetic energy per electron is 0.6 × 4.949 eV = 2.969 eV, or 4.757 × 10⁻¹⁹ J.

At zero twist the shells q² = 0, 1, 2, 3, 4 hold 1, 6, 12, 8 and 6 levels, 33 in all. The canonical sum of q² is 6 + 24 + 24 + 24 = 78, and the energy per electron is

78 × 4.949 eV/(33 × 1.990²) = 2.954 eV.

This is 15 meV below the exact value, as a single twist may be. The grand-canonical rule leaves the last shell empty here, because R² = 3.96 < 4, and holds 54 electrons. Over the sampled twists its number runs from 54 to 80, with a root-mean-square deviation of 4.29, or 2.14 per spin. Equation (5) then predicts a canonical bias of

4949 meV × 4.59/(3 × 33²) = 6.95 meV, where 4.59 is Var ν for one spin.

The direct average on a 64³ grid gives 7.22 meV, which is 0.24% of the exact energy. Averaging the ratios T_g/ν gives an error of −8.4 meV.

On the same grid the plain grand-canonical error is 0.02 meV and that of (10) is about −0.0001 meV. On a 16³ grid they are −7.9 meV and 0.015 meV. The scaling law with coefficient 0.568 suggests only about 1 meV for the plain error on that grid. The law describes a root-mean-square over random offsets, however, and this grid has the single offset φ = (1/2, 1/2, 1/2), where the Fourier phase exp(2πi x·φ) = (−1)^(x₁+x₂+x₃) is fixed by the parity of |x|², so all x of the same length contribute with the same sign. Within such a shell the amplitudes add, not their squares, and the typical error at this offset is several times larger than at a random one. The law neither bounds nor predicts the error of a particular grid: the 64³ grid has the same offset, and its error of 0.02 meV lies below the 0.07 meV the law gives there.

The single-twist spreads are 322 meV for the plain grand-canonical energy, 18 meV for (10) and 16 meV for the canonical energy. The phase-averaged estimate for the last two is 0.208 × 4949 meV/33 = 31 meV. The actual values are lower because R is close to 2: sin(2πR|x|) is then small for |x| = 1, the shell that carries most of the phase-averaged Var Ω, and what remains comes mainly from |x| = √2. The cosine of the |x| = 1 shell in Var ν is meanwhile near its maximum. This cell has a quiet Ω and a restless particle number.

By (12), canonical noise equals canonical bias at M = (16.2/7.22)² ≈ 5 random twists. Repeated runs give these root-mean-square errors about the exact energy, in meV:

- M = 10: plain 101, corrected 5.7, canonical 8.9;
- M = 100: plain 31, corrected 1.9, canonical 7.4;
- M = 1000: plain 10.5, corrected 0.6, canonical 7.3.

The canonical error stops at its bias. The plain grand-canonical error keeps falling, but at 1000 random twists it is still the larger of the two; by (12) it drops below the canonical error near M = (322/7.22)² ≈ 2000. The corrected estimator has the smallest error at all three values of M.

Computed results

```
Lattice sums S4, S6: 16.532, 8.402
Predicted canonical bias * n^(4/3): 0.1074 E_F
Predicted GC spread * n^(2/3): 0.5677 E_F
Predicted canonical spread * n: 0.2077 E_F
Size scan: 32^3 twists, 816 irreducible
Window means: R, n, bias*n^(4/3), GC spread*n^(2/3),
  canonical spread*n (all in E_F), bias/leading formula
   2.5      68 0.1034 0.5644 0.1986 0.929
   3.5     183 0.1049 0.5592 0.1986 0.974
   5.0     529 0.1079 0.5637 0.1950 0.987
   7.0    1444 0.1109 0.5644 0.1985 1.020
   9.5    3601 0.1074 0.5603 0.1983 1.007
  12.0    7251 0.1074 0.5581 0.1981 0.996
Range of n in the fits: 37 to 8059
Fitted exponent, canonical bias: -1.321
Fitted exponent, GC single-twist spread: -0.668
Fitted exponent, canonical single-twist spread: -1.001
Mean ratio, measured/Bessel variance of N: 0.998
Mean ratio, measured/Bessel variance of omega: 1.000
Example: density 5.0e+28 m^-3, N = 66, n = 33
Cell side: 1.0970 nm;  R = 1.9898
k_F: 1.1397e+10 m^-1;  E_F: 4.9490 eV
Exact kinetic energy per electron: 2.96940 eV = 4.7575e-19 J
Zero twist, canonical energy per electron: 2.95448 eV
Zero twist, GC electron number (both spins): 54
Grid errors per electron (meV): grid, GC plain, GC corrected,
  canonical
  16^3 -7.89362 0.014926 7.3262
  32^3 -0.83908 0.003033 7.2265
  64^3 0.02276 -0.000122 7.2180
Canonical bias, leading formula: 6.9529 meV
GC electron number over twists: 54 to 80, rms deviation 4.287
Bias of averaged ratio T/N: -8.4206 meV (leading formula -8.3435 meV)
Single-twist spread (meV): GC plain 321.990, GC corrected 18.098,
  canonical 16.248
Random twists at which canonical noise equals bias: 5.1
3^3 grid and tripled cell, GC levels per spin: 893 and 893
Random-twist rms error (meV): M, GC plain, GC corrected, canonical
  10 100.729 5.703 8.889
  100 31.337 1.870 7.423
  1000 10.494 0.595 7.255
```
